# Two-Band Magnetoresistance: Compensation, Imbalance and Saturation

Q: You say that a metal with electrons and holes can have a large magnetoresistance. But a magnetic force does no work. How can it raise a resistance at all?

A: It can redirect the carriers, and the redirected motion is then subject to friction. To see whether this happens we need the equation of motion of each carrier type.

Take two isotropic parabolic bands: electrons with density $n$, charge $q=-1$ and mass $m_e^*$, and holes with density $p$, charge $q=+1$ and mass $m_h^*$. Both masses are positive. I use atomic units, $\hbar=m_e=e=1$, with the force written as $\mathbf F=q(\mathbf E+\mathbf v\times\mathbf B)$. Each band has a constant relaxation time $\tau$, and its mobility $\mu=\tau/m^*$ is counted positive for both carriers.

Q: A friction law for the average velocity looks like a guess. Real carriers have a whole distribution of velocities.

A: Here the law follows from the distribution. In a uniform steady state the Boltzmann equation for one band is

$$\mathbf F\cdot\nabla_{\mathbf k} f=-\frac{f-f_0}{\tau}.$$

Multiply by $k_i$ and integrate over $\mathbf k$. On the left, integrate by parts; the boundary term vanishes because $f$ does so at large $k$:

$$\int k_i F_j\,\partial_j f\,d^3k=-\int f\,(F_i+k_i\,\partial_jF_j)\,d^3k=-\int f F_i\,d^3k .$$

The term $\partial_jF_j$ is zero because $\mathbf E$ does not depend on $\mathbf k$, and component $j$ of $\mathbf k\times\mathbf B$ does not contain $k_j$. On the right, $f_0$ is isotropic and has no mean momentum. Dividing by $\int f\,d^3k$ gives $\langle\mathbf k\rangle=\tau\langle\mathbf F\rangle$. Since $\mathbf v=\mathbf k/m^*$, the force is linear in $\mathbf k$, and its average contains the average velocity alone. Writing $\mathbf v$ for that average from here on,

$$\frac{\mathbf v}{\mu}=q(\mathbf E+\mathbf v\times\mathbf B). \qquad (1)$$

If $\tau$ varied with energy, or the band were not parabolic, the averages would not close in this way, and (1) would need a separate argument.

Q: Two carriers with two velocity components each, and two field components: that will be messy.

A: Complex numbers shorten it. Let $\mathbf B$ point along $z$, and represent a vector in the plane by $a=a_x+ia_y$. The components of $\mathbf v\times\mathbf B$ are $(v_yB,-v_xB)$, so it is represented by

$$B(v_y-iv_x)=-iB(v_x+iv_y)=-iBv .$$

Equation (1) becomes $v=q\mu(E-iBv)$. Collecting $v$ on the left,

$$v=\frac{q\mu E}{1+iq\mu B}. \qquad (2)$$

The current of a band is its density times $qv$, and $q^2=1$. Adding the bands, with $q=-1$ for electrons and $q=+1$ for holes,

$$J=\sigma E,\qquad \sigma=\frac{n\mu_e}{1-i\mu_eB}+\frac{p\mu_h}{1+i\mu_hB}. \qquad (3)$$

Q: Each term in (3) gets smaller as $B$ grows. Is that not already the magnetoresistance?

A: No. The resistance meant here is taken with the current fixed along $x$ and no net current flowing along $y$. In general a transverse Hall field then builds up, and (3) must be inverted. With one band alone, $1/\sigma=(1-i\mu_eB)/(n\mu_e)$, whose real part does not depend on $B$. The Hall field balances the magnetic force on the mean motion, and the resistance stays where it was.

Q: Then do the inversion for two bands, without skipping the signs.

A: Define $s=n\mu_e+p\mu_h$ and $\delta=p-n$. Over a common denominator, the numerator of $\sigma$ is

$$n\mu_e(1+i\mu_hB)+p\mu_h(1-i\mu_eB)=s-i\mu_e\mu_h\delta B,$$

and the denominator is

$$(1-i\mu_eB)(1+i\mu_hB)=1+\mu_e\mu_hB^2+i(\mu_h-\mu_e)B .$$

Hence

$$\rho=\frac1\sigma=\frac{1+\mu_e\mu_hB^2+i(\mu_h-\mu_e)B}{s-i\mu_e\mu_h\delta B}. \qquad (4)$$

For real $J$, that is, current along $x$, $E=\rho J$ gives $E_x=J\,\mathrm{Re}\,\rho$ and $E_y=J\,\mathrm{Im}\,\rho$. So $\rho_{xx}=\mathrm{Re}\,\rho$ and $\rho_{yx}=\mathrm{Im}\,\rho$.

Multiply numerator and denominator by $s+i\mu_e\mu_h\delta B$. The denominator becomes

$$D=s^2+\mu_e^2\mu_h^2\delta^2B^2 .$$

The real part of the numerator is

$$s+\mu_e\mu_hB^2\,[\,s-(\mu_h-\mu_e)(p-n)\,].$$

In the bracket, $n\mu_e+p\mu_h-p\mu_h+n\mu_h+p\mu_e-n\mu_e=n\mu_h+p\mu_e$. The imaginary part is

$$B\,[\,(\mu_h-\mu_e)s+\mu_e\mu_h\delta+\mu_e^2\mu_h^2\delta B^2\,].$$

Here $(\mu_h-\mu_e)s=n\mu_e\mu_h+p\mu_h^2-n\mu_e^2-p\mu_e\mu_h$, and adding $\mu_e\mu_h(p-n)$ leaves $p\mu_h^2-n\mu_e^2$. Therefore

$$\rho_{xx}=\frac{s+\mu_e\mu_h(n\mu_h+p\mu_e)B^2}{D}, \qquad (5)$$

$$\rho_{yx}=\frac{B\,[\,p\mu_h^2-n\mu_e^2+\mu_e^2\mu_h^2\delta B^2\,]}{D}. \qquad (6)$$

Q: Both numerator and denominator of (5) contain $B^2$. So the resistance must saturate.

A: That holds if the $B^2$ term in $D$ is present. Its coefficient contains $\delta^2$, so consider the relative change, $\mathrm{MR}=\rho_{xx}(B)/\rho_{xx}(0)-1$. Since $\rho_{xx}(0)=1/s$,

$$\mathrm{MR}=\frac{s^2+s\mu_e\mu_h(n\mu_h+p\mu_e)B^2-D}{D}
=\frac{\mu_e\mu_hB^2\,[\,s(n\mu_h+p\mu_e)-\mu_e\mu_h\delta^2\,]}{D}.$$

Expand the bracket. The product is

$$(n\mu_e+p\mu_h)(n\mu_h+p\mu_e)=(n^2+p^2)\mu_e\mu_h+np(\mu_e^2+\mu_h^2),$$

and subtracting $\mu_e\mu_h(p^2+n^2-2np)$ leaves $np(\mu_e+\mu_h)^2$. The result is

$$\boxed{\mathrm{MR}=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2B^2}{(n\mu_e+p\mu_h)^2+\mu_e^2\mu_h^2(p-n)^2B^2}} \qquad (7)$$

No expansion in $B$ was made. If either density is zero, MR vanishes, as found for one band. For perfect compensation, $p=n$, the second term of the denominator is absent, the factors $n^2(\mu_e+\mu_h)^2$ cancel, and

$$\mathrm{MR}=\mu_e\mu_hB^2 . \qquad (8)$$

Within this uniform model, which has no sample edges, the growth has no upper limit.

Q: I accept the algebra, but I do not see where the extra dissipation comes from.

A: Look at the velocities for $p=n$. Then $s=n(\mu_e+\mu_h)$ and (4) reads $E=(1-i\mu_eB)(1+i\mu_hB)J/s$. Inserting this in (2), one factor cancels for each carrier:

$$v_h=\frac{\mu_h(1-i\mu_eB)J}{s},\qquad v_e=-\frac{\mu_e(1+i\mu_hB)J}{s}. \qquad (9)$$

The real parts, the velocities along the current, are the same as without a field. The imaginary parts are new, and they are equal:

$$v_y=-\frac{\mu_e\mu_hBJ}{s}\quad\text{for both carriers.}$$

Electrons and holes move in opposite directions along $x$ and have opposite charges, so the magnetic force pushes them to the same side. Equal densities moving sideways together carry no net charge, so the condition $J_y=0$ does not stop them.

Now count the power. The scalar product of (1) with $\mathbf v$ removes the magnetic term and gives $v^2/\mu=q\mathbf v\cdot\mathbf E$. Summed over carriers, $\mathbf E\cdot\mathbf J=\rho_{xx}J^2$ equals the total friction. The sideways part is

$$n\left(\frac1{\mu_e}+\frac1{\mu_h}\right)v_y^2
=\frac{n(\mu_e+\mu_h)}{\mu_e\mu_h}\,\frac{\mu_e^2\mu_h^2B^2J^2}{s^2}
=\mu_e\mu_hB^2\,\frac{J^2}{s}.$$

This is the zero-field dissipation $J^2/s$ times (8). The whole increase is friction of the neutral sideways flow.

Q: A steady flow toward one edge? The carriers must pile up there.

A: They must recombine there, and pairs must be generated at the opposite edge. The uniform solution assumes that this happens fast enough and that the sample is wide enough for the edge regions not to matter. That condition tightens as the field grows. For $p=n$, add diffusion and a recombination time $\tau_R$ to (1), and write $M=\mu_e\mu_hB^2$. The sideways flow then falls to zero at each edge over a length $\ell_0/\sqrt{1+M}$, where $\ell_0$ is the zero-field pair recombination length. A strip of width $W$ has $\mathrm{MR}=M(1-T)/(1+MT)$, with $T=\tanh x/x$ and $x=W\sqrt{1+M}/(2\ell_0)$. The edge layers get thinner but keep their low zero-field resistivity, so at high field (8) needs $W\gg2\ell_0\sqrt M$; beyond that the growth becomes linear in $B$. In the opposite extreme, no recombination or $x\ll1$, density gradients build up until each carrier type separately has $v_y=0$. The $x$ component of (1) is then $v_x=q\mu E_x$, and there is no magnetoresistance in this model. With finite $\tau_R$ it returns once the field makes $x$ of order one.

Q: Perfect compensation is an idealization. What does a slight excess of one carrier do?

A: It lets the Hall field take over. Divide the numerator and denominator of (7) by $s^2$:

$$\mathrm{MR}=\frac{AB^2}{1+(B/B_s)^2},\qquad A=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2}{s^2},\qquad B_s=\frac{n\mu_e+p\mu_h}{\mu_e\mu_h|p-n|}. \qquad (10)$$

For $B\gg B_s$ the result tends to the plateau

$$\mathrm{MR}_\infty=AB_s^2=\frac{np(\mu_e+\mu_h)^2}{\mu_e\mu_h(p-n)^2}, \qquad (11)$$

and at $B=B_s$ it has half that value. This is what I mean by the saturation field.

Let $p=n_0(1+\eta/2)$ and $n=n_0(1-\eta/2)$, so that $p-n=n_0\eta$ and $s=n_0[\mu_e+\mu_h+\tfrac{\eta}{2}(\mu_h-\mu_e)]$. Then

$$B_s=\frac{1}{|\eta|}\left(\frac1{\mu_e}+\frac1{\mu_h}\right)\left[1+\frac{\eta}{2}\,\frac{\mu_h-\mu_e}{\mu_h+\mu_e}\right]. \qquad (12)$$

For $|\eta|\ll1$ the last bracket is close to one. In this limit the saturation field is inversely proportional to the imbalance, with a scale set by the mobilities, and the plateau grows as $1/\eta^2$.

Q: And what becomes of the sideways flow?

A: It dies out. For $\delta\neq0$, (6) gives $\rho_{yx}\to B/\delta$ once $B\gg B_s$ and $\mu B\gg1$, while $\rho_{xx}$ stays bounded. So $E\approx iE_y$ with $E_y=BJ/\delta$. For $\mu B\gg1$, (2) gives $v\approx-iE/B$ for either sign of charge, and hence

$$v_x\to\frac{E_y}{B}=\frac{J}{p-n}$$

for both carriers. The corrections to $v\approx-iE/B$ are smaller by a factor of order $1/(\mu B)$. For small imbalance the bounded $E_x$ leaves $v_y\approx-E_x/B$, which is smaller than $v_x$ by a factor of order $B_s/B$. So $v_y\to0$ as $1/B$, but the sideways flow becomes small only well above $B_s$; $\mu B\gg1$ alone is not enough. Electrons and holes now travel together along $x$, and the net current is carried by the excess charge. Their friction gives

$$\rho_{xx}\to\frac{n/\mu_e+p/\mu_h}{(p-n)^2},$$

which is also the high-field limit of (5). A small excess must move fast to carry the current, and it takes all the other carriers along. This is why the plateau is high.

Q: Put in numbers. I want to know whether the semiclassical picture survives at the fields you need.

A: Take a model semimetal with $n_0=10^{-4}$ Å$^{-3}$, masses 0.2 and 0.3 for electrons and holes, and broadenings $\hbar/\tau$ of $1\times10^{-4}$ and $2\times10^{-4}$ eV. I express mobility as $\hbar\mu/e$ in Å$^2$ and field as $eB/\hbar$ in Å$^{-2}$; their product is the dimensionless $\mu B$. With $\hbar^2/m_e=7.62$ eV Å$^2$,

$$\mu_e=\frac{7.62}{0.2\times10^{-4}}=3.81\times10^5,\qquad
\mu_h=\frac{7.62}{0.3\times2\times10^{-4}}=1.27\times10^5\ \text{Å}^2 .$$

The compensated coefficient is $\mu_e\mu_h=4.84\times10^{10}$ Å$^4$, or 11.2 T$^{-2}$. For $\eta=0.1$, the leading factor of (12) gives

$$\frac{1}{0.1}\left(\frac1{3.81\times10^5}+\frac1{1.27\times10^5}\right)=1.050\times10^{-4}\ \text{Å}^{-2}.$$

The bracket is $1-0.05\times0.5=0.975$, so $B_s=1.024\times10^{-4}$ Å$^{-2}$, or 6.74 T. The plateau (11) is 532. The two cases compare as follows.

| Field (Å$^{-2}$) | MR, $p=n$ | MR, $\eta=0.1$ |
|---|---|---|
| $2\times10^{-5}$ | 19.4 | 19.6 |
| $1\times10^{-4}$ | 484 | 260 |
| $2\times10^{-4}$ | 1935 | 422 |
| $4\times10^{-4}$ | 7742 | 499 |

At the highest field the cyclotron energies are 0.015 eV for electrons and 0.010 eV for holes, against Fermi energies of 0.39 and 0.26 eV at density $n_0$. Many Landau levels are therefore filled, as the semiclassical picture requires. The level spacing does exceed the broadening by far, so at low temperature quantum oscillations can appear on top of these values. The model leaves them out. The table also refers to an infinitely wide sample. For degenerate bands $\ell_0^2=\tfrac23\,\tau_R\,(E_{F,e}+E_{F,h})\,\mu_e\mu_h/(\mu_e+\mu_h)$. Even for recombination as fast as the electron scattering, $\hbar/\tau_R=10^{-4}$ eV, this gives $\ell_0=2.0$ µm, and the entry 7742 falls to about 5700 in a strip 1 mm wide and to about 1700 at 0.1 mm.

Q: In the first row the imbalanced sample has the larger magnetoresistance. Does that not contradict you?

A: No. The imbalance also changes the low-field coefficient $A$. From (10),

$$\frac{A}{\mu_e\mu_h}=\frac{1-\eta^2/4}{\left[1+\frac{\eta}{2}\frac{\mu_h-\mu_e}{\mu_h+\mu_e}\right]^2}=\frac{0.9975}{0.975^2}=1.049 .$$

The excess carriers here are the less mobile holes, which lowers $s$ and raises $A$. At $2\times10^{-5}$ Å$^{-2}$ the saturation factor is $1+(0.2/1.024)^2=1.038$, which does not yet outweigh the gain: $19.355\times1.049/1.038\approx19.6$. At the higher fields in the table, saturation wins.

Q: Suppose I measure $B^2$ growth up to my highest field. Have I shown that the sample is compensated?

A: You have bounded the imbalance, given the mobilities and this model, provided that your highest field reaches $\mu B\gg1$ for both carriers. As long as $\mu B\ll1$ for both, any magnetoresistance in (7) grows nearly as $B^2$, whatever the imbalance. For $\eta=0.01$ and the same mobilities, $B_s=1.05\times10^{-3}$ Å$^{-2}$, or 69 T. At $4\times10^{-4}$ Å$^{-2}$, which is 26 T, the saturation factor in (10) is $1+(0.4/1.047)^2=1.15$. The magnetoresistance is then about 13% below its own low-field parabola, with no plateau in sight.

The reverse inference also needs care. Densities that change with field, open orbits or slow recombination at the edges lie outside the derivation, so a departure from $B^2$ need not come from imbalance.

Q: All of this rests on the averaged equation (1). Was that checked separately?

A: Yes. The numerical check follows individual orbits on the two Fermi spheres, builds the conductivities from them without using (1), and inverts their sum. At the two lower fields of the table, for both $p=n$ and $\eta=0.1$, the result agrees with (6) and (7) to within a relative tolerance of $10^{-5}$.

## Computed results

```
hbar^2/m_e = 7.6200 eV A^2
mean density n0 = 1.0e-04 A^-3
masses: electron 0.2, hole 0.3 (electron masses)
hbar/tau: electron 1.0e-04, hole 2.0e-04 eV
mobility: electron 3.8100e+05, hole 1.2700e+05 A^2
Fermi energy at n0: electron 0.3928, hole 0.2619 eV
cyclotron energy at 4.0e-04 A^-2: electron 0.01524, hole 0.01016 eV
field conversion: 1 A^-2 = 65821.2 T
compensated zero-field resistivity = 0.01969 A hbar/e^2
mu_e*mu_h = 4.8387e+10 A^4 = 11.168 T^-2
imbalance eta = 0.1: n = 9.500e-05, p = 1.050e-04 A^-3
field (A^-2) | MR, p=n | MR, eta | Ey/Ex, p=n | Ey/Ex, eta
2.0e-05 | 19.355 | 19.562 | -0.24957 | -0.05167
1.0e-04 | 483.865 | 259.789 | -0.05239 | 0.87952
2.0e-04 | 1935.462 | 421.569 | -0.02623 | 1.83362
4.0e-04 | 7741.847 | 499.302 | -0.01312 | 3.70460
MR from followed orbits (dimensionless):
  eta = 0.0, field 2.0e-05 A^-2: 19.355
  eta = 0.0, field 1.0e-04 A^-2: 483.865
  eta = 0.1, field 2.0e-05 A^-2: 19.562
  eta = 0.1, field 1.0e-04 A^-2: 259.789
compensated, field 1.0e-04 A^-2, sideways/forward speed:
  electron 12.700, hole 38.100
  sideways friction / excess of E.J = 1.000000
plateau of MR at eta = 0.1: 532.00
half-saturation field, eta = 0.1: 1.0236e-04 A^-2 = 6.738 T
small-eta law, eta = 0.1: 1.0499e-04 A^-2
relative offset of true field from that law: -0.0250
half-saturation field, eta = 0.01: 1.0472e-03 A^-2 = 68.93 T
```
